# How Deep Glancing Electrons Probe in Reflection Diffraction

Suppose the probe depth of an electron beam is taken to be its inelastic mean free path. For a path of 10 nm and atomic layers 0.25 nm apart, the beam would then sample about 40 layers. Adding one layer during growth would change a few per cent of the sampled material, and reflection diffraction would be a poor monitor of the surface. The error is to confuse a distance along the track with a depth below the surface. At a glancing angle the two differ by a large factor.

## The estimate on the back of an envelope

Let an electron travel in a straight line inside the crystal, at angle \(\theta\) to a flat surface. After a path \(s\) its depth is

\[
z=s\sin\theta .
\]

If the path available before an inelastic collision is \(\lambda=10\) nm and \(\theta=2^\circ\), the depth reached is

\[
d=\lambda\sin\theta=10\ \text{nm}\times0.0349=0.349\ \text{nm}.
\]

This is about 1.4 layer spacings. The mean free path has not become short; the track is nearly parallel to the surface.

The estimate leaves three questions open. A diffracted electron must also come out again. The angle inside the crystal is not the angle set outside it. And an electron is a wave, which the lattice can reflect as well as absorb.

## Attenuation on the way in and out

Assume a uniform crystal, in which the probability of an inelastic collision in a short path \(ds\) is \(ds/\lambda\). The probability \(P\) of having had no collision obeys

\[
\frac{dP}{ds}=-\frac{P}{\lambda},\qquad P(0)=1,
\qquad\text{so}\qquad P=e^{-s/\lambda}=e^{-z/(\lambda\sin\theta)} .
\]

Thus \(d=\lambda\sin\theta\) is the depth at which the unscattered intensity has fallen to \(1/e\) on the way in. It is not a sharp boundary.

Now let the electron be scattered elastically once, at depth \(z\), and leave at angle \(\theta_o\) after entering at \(\theta_i\), both measured inside. Its total path is \(z/\sin\theta_i+z/\sin\theta_o\). The probability of completing it without energy loss is

\[
w(z)=e^{-z/D},\qquad
\frac1D=\frac1\lambda\left(\frac1{\sin\theta_i}+\frac1{\sin\theta_o}\right).
\]

For specular reflection the angles are equal, and \(D=d/2\). With \(2^\circ\) inside, the round-trip intensity depth is therefore 0.1745 nm.

To turn this depth into a measure of surface sensitivity, let elastic scattering be equally likely at all depths, and add intensities without interference. The share that comes from the top layer, of thickness \(a\), is

\[
f=\frac{\int_0^a e^{-z/D}\,dz}{\int_0^\infty e^{-z/D}\,dz}
=\frac{D\,(1-e^{-a/D})}{D}=1-e^{-a/D}.
\]

For \(a=0.25\) nm this gives

\[
f=1-e^{-0.25/0.1745}=76.1\,\%.
\]

To see what the angle alone does, keep \(\lambda\) and send the electron in and back along the surface normal. Both sines are then 1, so \(D=\lambda/2=5\) nm and

\[
f=1-e^{-0.25/5}=4.88\,\%.
\]

The same mean free path thus gives a top-layer share about 16 times smaller. This comparison concerns attenuation; it does not predict how strongly the crystal scatters in either geometry.

## Refraction at the surface

The average electrostatic potential inside a crystal, the inner potential \(V_0>0\), lowers the potential energy of an electron by \(eV_0\). Its kinetic energy rises from \(T\) outside to \(T+eV_0\) inside. Take round model values, \(T=15\) keV and \(V_0=12\) V.

For an electron of rest mass \(m\), the relation between total energy and momentum gives

\[
(\hbar ck)^2=(T+mc^2)^2-(mc^2)^2=T(T+2mc^2).
\]

Replacing \(T\) by \(T+eV_0\) gives the inside wave number \(k_{\rm in}\). Subtraction yields

\[
U_0\equiv k_{\rm in}^2-k^2
=\frac{eV_0\,(2T+2mc^2+eV_0)}{(\hbar c)^2}
\simeq\frac{2\gamma m eV_0}{\hbar^2},
\qquad \gamma=1+\frac{T}{mc^2}.
\]

The last form drops \(eV_0\) beside \(2(T+mc^2)\), which is a very small change. For the model values, \(k=632.05\ \text{nm}^{-1}\) and \(k_{\rm in}=632.30\ \text{nm}^{-1}\). The difference looks negligible, but it belongs entirely to the motion normal to the surface.

A flat surface with a potential that depends on depth alone exerts no force along the surface. The parallel wave number is therefore conserved:

\[
k_{\rm in}\cos\theta_{\rm in}=k\cos\theta_{\rm out}.
\]

Let \(K=k_{\rm in}\sin\theta_{\rm in}\) be the normal wave number inside. Then

\[
K^2=k_{\rm in}^2-k^2\cos^2\theta_{\rm out}
=k^2\sin^2\theta_{\rm out}+U_0 .
\]

A potential of 3 V corresponds to \(81.05\ \text{nm}^{-2}\) in this formula, so 12 V gives \(U_0=324.2\ \text{nm}^{-2}\). If \(2^\circ\) is the outside angle,

\[
K^2=(632.05\times0.0349)^2+324.2
\simeq 486.6+324.2=810.8\ \text{nm}^{-2}.
\]

Hence \(K=28.47\ \text{nm}^{-1}\), \(\sin\theta_{\rm in}=28.47/632.30=0.0450\), and \(\theta_{\rm in}=2.58^\circ\). The one-way depth becomes

\[
d_{\rm in}=\lambda\sin\theta_{\rm in}=\frac{\lambda K}{k_{\rm in}}=0.450\ \text{nm}.
\]

Half of this, 0.225 nm, is the round-trip intensity depth, and the top-layer share falls from 76.1 % to 67.1 %. The figure of 0.35 nm thus belongs to an angle of \(2^\circ\) inside the crystal. For \(2^\circ\) outside, this model gives a depth 29 % larger than that figure.

The limit of vanishing outside angle is also changed. Without refraction, the depth would tend to zero. With it, \(K^2\to U_0\), and

\[
d_{\rm in}\to\frac{\lambda\sqrt{U_0}}{k_{\rm in}}
=\frac{10\ \text{nm}\times18.0}{632.30}=0.285\ \text{nm}.
\]

The two terms in \(K^2\) are equal when \(\sin\theta_{\rm out}=18.0/632.05\), or about \(1.6^\circ\). Below that angle the inner potential contributes more to \(K^2\) than the angle set by the experimenter. The limiting value describes how fast the wave decays once it is inside, not how much of it enters.

## The same depth from the wave equation

The straight-line argument speaks of tracks, while diffraction requires waves. Spin is ignored here. Absorption is introduced by asking that a wave in the uniform crystal lose intensity as \(e^{-s/\lambda}\) along its direction of travel. Its amplitude must then fall as \(e^{-s/(2\lambda)}\), which replaces \(k_{\rm in}\) by \(k_{\rm in}+i/(2\lambda)\). The square is

\[
\left(k_{\rm in}+\frac{i}{2\lambda}\right)^2
=k_{\rm in}^2+\frac{ik_{\rm in}}{\lambda}-\frac1{4\lambda^2}
\simeq k_{\rm in}^2+iU_i,\qquad U_i=\frac{k_{\rm in}}{\lambda}.
\]

The dropped term is smaller than \(U_i\) by the factor \(1/(4k_{\rm in}\lambda)\), about \(4\times10^{-5}\). Here \(U_i=63.23\ \text{nm}^{-2}\).

The incident wave fixes a real parallel wave number. Subtracting its square leaves the equation for the normal motion,

\[
\psi''+(K^2+iU_i)\psi=0,\qquad
\psi=e^{iqz},\qquad q^2=K^2+iU_i .
\]

Write \(q=q_r+iq_i\), with both parts positive so that the wave decays inward. Real and imaginary parts give

\[
q_r^2-q_i^2=K^2,\qquad 2q_rq_i=U_i .
\]

Since \(|\psi|^2=e^{-2q_iz}\), the intensity depth is

\[
\frac1{2q_i}=\frac{q_r}{U_i}=\frac{\lambda q_r}{k_{\rm in}} .
\]

For weak absorption \(q_r\simeq K\), and the geometric result \(\lambda K/k_{\rm in}\) returns. To find the error, put \(\varepsilon=U_i/K^2\). Eliminating \(q_i\) gives

\[
q_r^2=\frac{K^2}{2}\left(1+\sqrt{1+\varepsilon^2}\right)
\simeq K^2\left(1+\frac{\varepsilon^2}{4}\right),
\qquad
\frac1{2q_i}\simeq d_{\rm in}\left(1+\frac{\varepsilon^2}{8}\right).
\]

For \(2^\circ\) outside, \(\varepsilon=63.23/810.8=0.078\), and the correction is below 0.1 %. At vanishing outside angle \(\varepsilon=0.195\), and it is about 0.5 %. The straight-line depth is therefore accurate in this uniform model as long as \(U_i\ll K^2\).

The wave picture also shows which quantity has the depth \(d\) after a full round trip. Let a weak, thin layer at depth \(z\) reflect the wave specularly. The wave acquires \(e^{iqz}\) going down and the same factor coming back. The returned amplitude has modulus

\[
|e^{2iqz}|=e^{-2q_iz}\simeq e^{-z/d_{\rm in}},
\]

while the returned intensity falls as \(e^{-2z/d_{\rm in}}\). The length \(\lambda\sin\theta_{\rm in}\) is thus both the one-way intensity depth and the round-trip amplitude depth.

Interference depends on amplitudes. If equal layers at spacing \(a\) return weak waves in phase, their amplitudes form a geometric series with ratio \(e^{-a/d}\), and the top layer supplies the fraction \(1-e^{-a/d}\) of the sum. Specular waves from neighbouring layers differ in phase by \(2Ka\), so they are in phase when \(2Ka\) is a multiple of \(2\pi\). For the model values this does not hold at \(2^\circ\) inside, where \(2Ka\simeq11.0\) lies between \(2\pi\) and \(4\pi\). It holds at \(K=2\pi/a=25.13\ \text{nm}^{-1}\), or \(2.28^\circ\) inside. There \(d=\lambda K/k_{\rm in}=0.397\) nm, and the top layer supplies \(1-e^{-0.25/0.397}\simeq47\,\%\) of the amplitude. Adding intensities without interference at the same angle would give \(1-e^{-2\times0.25/0.397}\simeq72\,\%\). Neither number is a full diffraction intensity, but both show that the first layer carries great weight.

## Elastic reflection by the lattice

Inelastic loss is not the only process that limits penetration. Add to the average potential a periodic part \(2V_G\cos Gz\), and define \(U_G=2\gamma m eV_G/\hbar^2\). The normal equation becomes

\[
\psi''+\left[K^2+iU_i+U_G\left(e^{iGz}+e^{-iGz}\right)\right]\psi=0 .
\]

Near \(K=G/2\), the lattice couples a wave going inward strongly to one going outward. Keep these two waves:

\[
\psi=A\,e^{i(\kappa+G/2)z}+B\,e^{i(\kappa-G/2)z}.
\]

Collecting the terms with each exponential gives

\[
\begin{aligned}
\left[K^2+iU_i-(G/2+\kappa)^2\right]A+U_GB&=0,\\
\left[K^2+iU_i-(G/2-\kappa)^2\right]B+U_GA&=0.
\end{aligned}
\]

At the Bragg condition \(K=G/2\), expand the squares and drop \(\kappa^2\) beside \(G\kappa\). The brackets become \(iU_i-G\kappa\) and \(iU_i+G\kappa\). A nonzero solution requires their product to equal \(U_G^2\):

\[
-U_i^2-G^2\kappa^2=U_G^2,
\qquad
\kappa=\frac{i}{G}\sqrt{U_i^2+U_G^2}.
\]

The positive imaginary root decays inward. Its intensity depth is

\[
d_B=\frac1{2\,\mathrm{Im}\,\kappa}
=\frac{G}{2\sqrt{U_i^2+U_G^2}}
=\frac{d_{\rm in}}{\sqrt{1+(U_G/U_i)^2}},
\]

because \(d_{\rm in}=\lambda K/k_{\rm in}=G/(2U_i)\) at this condition. For \(U_G=0\) the absorption result returns. For \(U_i\to0\) the depth stays finite, \(G/(2U_G)\): the wave is then turned back without being absorbed.

Take \(V_G=3\) V, so that \(U_G=81.05\ \text{nm}^{-2}\), and \(G=4\pi/a\), the second-order reflection from layers 0.25 nm apart. Only this component of the lattice potential is kept. Then \(K=2\pi/a=25.13\ \text{nm}^{-1}\). The outside angle follows from

\[
\sin\theta_{\rm out}=\frac{\sqrt{25.13^2-324.2}}{632.05}=0.0277,
\qquad \theta_{\rm out}=1.59^\circ .
\]

Absorption alone would give \(25.13/63.23=0.397\) nm. With the lattice reflection,

\[
d_B=\frac{0.397\ \text{nm}}{\sqrt{1+(81.05/63.23)^2}}=0.244\ \text{nm}.
\]

The neglect of \(\kappa^2\) is reasonable, since \(|\kappa|/G\simeq0.04\). The periodic equation can also be solved without the two-wave approximation. One period is cut into 600 thin slices of constant potential, the matrices that carry \(\psi\) and \(\psi'\) across the slices are multiplied, and the decaying eigenvalue of the product gives the depth. The result is 0.245 nm.

The same numerical method at \(2^\circ\) outside, away from this Bragg condition, gives 0.405 nm with the periodic potential and 0.451 nm without it. This single component shortens the depth by about 10 % there, and by nearly 40 % at the Bragg condition.

Real layers at spacing \(a\) generally also have a first-order component, \(2V_1\cos(2\pi z/a)\). It can matter even at the second-order Bragg condition, because two first-order scatterings connect the same two waves. With \(V_1=6\) V added to the equation, the depth at \(K=2\pi/a\) is 0.325 nm instead of 0.245 nm, because the two routes between the waves partly cancel. If \(V_G\) has the opposite sign they add, and the depth is 0.189 nm. The single-component values illustrate the mechanism; they do not predict the depth in a particular crystal.

## Comparing the estimate with the derivation

The depths for \(\lambda=10\) nm are these:

| Situation | One-way intensity depth (nm) |
|---|---:|
| \(2^\circ\) inside, absorption alone | 0.349 |
| \(2^\circ\) outside, with refraction | 0.450 |
| \(2^\circ\) outside, with refraction and one lattice component | 0.405 |
| \(1.59^\circ\) outside, Bragg condition, one lattice component | 0.245 |

For this mean free path, the envelope estimate gives the right scale, a few tenths of a nanometre. Even its first digit changes with the angle convention, the inner potential and the lattice reflection. Glancing geometry accounts for the reduction from nanometres to about a layer spacing; elastic reflection can reduce the depth further.

The mean free path was given, not calculated, and it depends on the material. At 15 keV, a common predictive formula (TPP-2M) gives about 10 nm for gold but about 20 nm for silicon or gallium arsenide, for which the absorption depth at \(2^\circ\) inside is 0.7 to 0.8 nm. The potentials depend on the material too. The value \(V_0=12\) V is close to that of silicon, while tabulated atomic scattering factors give about 30 V for gold, with lattice components several times larger than 3 V. With \(\lambda=10\) nm and \(V_0=30\) V, refraction gives about 0.57 nm at \(2^\circ\) outside and 0.45 nm at vanishing angle. The round values used above therefore describe no particular crystal. At fixed angle the absorption depth is proportional to \(\lambda\), so a 20 % error in \(\lambda\) makes a 20 % error in \(d\). The Bragg depth responds less strongly, because \(U_G\) does not depend on \(\lambda\).

Three further assumptions matter in an experiment. The potential was taken to depend on depth alone, and electronic excitation was the only loss. In a real crystal the in-plane lattice scatters electrons elastically into other beams, and thermal vibrations scatter them diffusely. Neither process is contained in the inelastic mean free path, and in a heavy element such as gold their paths can be as short as \(\lambda\) or shorter, so the specular beam can come from a thinner region than \(\lambda\) suggests. Electrons that lose energy were counted as lost. If a loss hardly changes the direction and the detector accepts the electron, the recorded pattern can contain information from greater depth. The surface was also taken as flat. On a rough surface an electron can enter one side of an island and leave through the other, so its path is no longer fixed by depth and glancing angle. The relation \(d=\lambda\sin\theta\) then does not describe the sampled region.
